# The retarded polarization bubble is not a product of retarded functions: a program that tests the result

```python
"""Retarded polarization of noninteracting spinless electrons (hbar = 1).

Result under test, with 1 = (site i, time t1) and 2 = (site j, time t2):
    P^R(1,2) = -i [ G^R(1,2) G^<(2,1) + G^<(1,2) G^A(2,1) ]
equals the density response -i theta(t1-t2) <[n(1), n(2)]>.
G^R, G^A, G^< : retarded, advanced, lesser Green's functions.
The product G^R(1,2) G^R(2,1) is zero, and G^R(1,2) G^A(2,1) is also wrong.
Energies are in hartree (Ha), times in atomic units (a.u.).
"""
import numpy as np
from scipy.linalg import expm, eigh
from scipy.integrate import simpson
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
TIME_FS = physical_constants["atomic unit of time"][0] * 1e15


def show(z, digits=5):
    z = complex(z)
    re, im = round(z.real, digits) + 0.0, round(z.imag, digits) + 0.0
    return f"{re:.{digits}f} {im:+.{digits}f}i"


# ---------- Green's functions from one-particle evolution matrices ----------
def greens(u1, u2, t1, t2, rho):
    """G^R, G^A, G^< at (t1,t2); rho[i,j] = <c_j^+ c_i> at time zero."""
    overlap = u1 @ u2.conj().T
    retarded = -1j * overlap * (t1 > t2)
    advanced = 1j * overlap * (t1 < t2)
    lesser = 1j * u1 @ rho @ u2.conj().T
    return retarded, advanced, lesser


def bubbles(u1, u2, t1, t2, rho):
    """Correct bubble, R-R product, R-A product, and square of G^R."""
    r12, a12, l12 = greens(u1, u2, t1, t2, rho)
    r21, a21, l21 = greens(u2, u1, t2, t1, rho)
    correct = -1j * (r12 * l21.T + l12 * a21.T)
    return correct, -1j * r12 * r21.T, -1j * r12 * a21.T, -1j * r12 * r12


# ---------- Four-state Fock space: the definition of the response ----------
lower = np.array([[0, 1], [0, 0]], dtype=complex)
c = [np.kron(lower, np.eye(2)), np.kron(np.diag([1, -1]), lower)]
number = [op.conj().T @ op for op in c]


def many_body(matrix):
    return sum(matrix[i, j] * c[i].conj().T @ c[j]
               for i in range(2) for j in range(2))


def commutator(a, b):
    return a @ b - b @ a


# Coherent Gaussian initial state and a sudden change of Hamiltonian.
state_matrix = np.array([[0.4, 0.3 + 0.5j], [0.3 - 0.5j, -0.7]])
h_before = np.array([[0.3, 0.2 - 0.4j], [0.2 + 0.4j, -0.1]])
h_after = np.array([[-0.2, 0.5 + 0.1j], [0.5 - 0.1j, 0.6]])
switch_time = 5.0
fock_state = expm(-many_body(state_matrix))
fock_state = fock_state / np.trace(fock_state)
rho_general = np.array([[np.trace(fock_state @ c[j].conj().T @ c[i])
                         for j in range(2)] for i in range(2)])


def evolve(first, second, t):
    early = expm(-1j * first * min(t, switch_time))
    return expm(-1j * second * max(t - switch_time, 0.0)) @ early


def pair(a, b):
    return a[0, 0] * b[1, 1] - a[0, 1] * b[1, 0]


fock_error = pair_error = 0.0
pair_rr_size = pair_rest_size = 0.0
for t1, t2 in [(3.0, 1.0), (1.0, 3.0), (7.5, 2.0), (9.0, 6.5)]:
    u1, u2 = evolve(h_before, h_after, t1), evolve(h_before, h_after, t2)
    big1, big2 = [evolve(many_body(h_before), many_body(h_after), t)
                  for t in (t1, t2)]

    def at1(op):
        return big1.conj().T @ op @ big1

    def at2(op):
        return big2.conj().T @ op @ big2

    kubo = np.array([[-1j * (t1 > t2) * np.trace(
        fock_state @ commutator(at1(number[i]), at2(number[j])))
        for j in range(2)] for i in range(2)])
    correct = bubbles(u1, u2, t1, t2, rho_general)[0]
    fock_error = max(fock_error, np.abs(kubo - correct).max())
    if t1 > t2:
        assert np.abs(kubo).max() > 1e-3      # the comparison is not 0 = 0
        # Parallel lines: here a retarded-retarded term does occur.
        pair_op = c[0] @ c[1]
        direct = -1j * np.trace(fock_state @ commutator(
            at1(pair_op), at2(pair_op.conj().T)))
        ret, _, les = greens(u1, u2, t1, t2, rho_general)
        rr_term = 1j * pair(ret, ret)
        rest = 1j * (pair(ret, les) + pair(les, ret))
        pair_error = max(pair_error, abs(direct - rr_term - rest))
        pair_rr_size = max(pair_rr_size, abs(rr_term))
        pair_rest_size = max(pair_rest_size, abs(rest))
assert fock_error < 1e-12
assert pair_error < 1e-12
assert pair_rr_size > 1e-2 and pair_rest_size > 1e-2

# ---------- Closed two-level example ----------
site_energy, hopping = 0.03, 0.04
h = np.array([[site_energy, -hopping], [-hopping, -site_energy]])
levels, orbitals = np.linalg.eigh(h)
gap = levels[1] - levels[0]
f_low, f_high = 0.8, 0.3
rho = orbitals @ np.diag([f_low, f_high]) @ orbitals.T
weights = orbitals[0] ** 2
weight_product = weights[0] * weights[1]


def kicked_response(times, kick=1e-4):
    """Change of n_1(t) per unit impulse on site 1, central difference."""
    result = 0.0
    for sign in (1, -1):
        phase = np.diag([np.exp(-1j * sign * kick), 1.0])
        kicked = orbitals.T @ phase @ rho @ phase.conj() @ orbitals
        amp = np.exp(-1j * np.outer(times, levels)) * orbitals[0]
        density = np.einsum("ta,ab,tb->t", amp, kicked, amp.conj()).real
        result = result + sign * density / (2 * kick)
    return result


print(f"Site energies: +{site_energy} and -{site_energy} Ha; "
      f"hopping: {-hopping} Ha")
print(f"Levels: {levels[0]:.4f}, {levels[1]:.4f} Ha; gap {gap:.4f} Ha"
      f" = {gap * HARTREE_EV:.4f} eV")
print(f"Occupations: lower {f_low}, upper {f_high}")
print(f"Weights on site 1: lower {weights[0]:.4f}, upper {weights[1]:.4f};"
      f" product w {weight_product:.4f}")
print(f"Period of response: {2*np.pi/gap:.3f} a.u."
      f" = {2*np.pi/gap*TIME_FS:.4f} fs")
print("Response of n_1 to an impulse on site 1 (dimensionless):")
identity = np.eye(2)
for t in (1e-6, 10.0, 20.0, 40.0):
    u = expm(-1j * h * t)
    good, rr, ra, square = [b[0, 0] for b in
                            bubbles(u, identity, t, 0.0, rho)]
    kicked = kicked_response(np.array([t]))[0]
    law = -2 * weight_product * (f_low - f_high) * np.sin(gap * t)
    g = np.sum(weights * np.exp(-1j * levels * t))
    assert abs(good - kicked) < 1e-7
    assert abs(law - kicked) < 1e-7
    assert abs(rr) == 0.0
    assert abs(ra + 1j * abs(g) ** 2) < 1e-12
    print(f" t = {t:.6g} a.u.: kicked {round(kicked, 5) + 0.0:.5f};"
          f" R< + <A {show(good)}")
    print(f"   RR {abs(rr):.1f}; RA {show(ra)}; R squared {show(square)}")

# Both levels full: nothing can respond, yet the R-A product is unchanged.
u = expm(-1j * h * 20.0)
full = bubbles(u, identity, 20.0, 0.0, identity)
part = bubbles(u, identity, 20.0, 0.0, rho)
assert abs(full[0][0, 0]) < 1e-12 and abs(full[2][0, 0]) > 0.1
print(f"Both levels full, t = 20 a.u.: R< + <A {abs(full[0][0, 0]):.5f};"
      f" RA {show(full[2][0, 0])}")
# A common energy shift must not matter; it does for the square of G^R.
common_shift = 0.02
u_shift = expm(-1j * (h + common_shift * identity) * 20.0)
moved = bubbles(u_shift, identity, 20.0, 0.0, rho)
assert abs(moved[0][0, 0] - part[0][0, 0]) < 1e-12
assert abs(moved[3][0, 0] - part[3][0, 0]) > 0.1
print(f"All levels raised by {common_shift} Ha, t = 20 a.u.:"
      f" R squared becomes {show(moved[3][0, 0])}")

# Frequency response from the kicked motion against the pole formula.
omega_closed, damping = 0.08, 0.01
times = np.linspace(0, 2500, 25001)
numeric = simpson(kicked_response(times)
                  * np.exp((1j * omega_closed - damping) * times), x=times)
z = omega_closed + 1j * damping
poles = weight_product * (f_low - f_high) * (1 / (z - gap) - 1 / (z + gap))
assert abs(numeric - poles) < 1e-5 * abs(poles)
print(f"Closed, omega {omega_closed} Ha, damping {damping} Ha: "
      f"{show(poles, 4)} 1/Ha")


def density_fixed_occupation(shift):
    _, vec = np.linalg.eigh(h + np.diag([shift, 0.0]))
    return f_low * vec[0, 0] ** 2 + f_high * vec[0, 1] ** 2


step = 1e-5
static_direct = (density_fixed_occupation(step)
                 - density_fixed_occupation(-step)) / (2 * step)
static_formula = -2 * weight_product * (f_low - f_high) / gap
assert abs(static_direct - static_formula) < 1e-5
print(f"Closed static response: {static_formula:.5f} 1/Ha"
      f" = {static_formula / HARTREE_EV:.5f} 1/eV")

# ---------- Two levels between biased wide-band leads, zero temperature ----
gamma = 0.04
mu_leads = (0.03, -0.03)          # left lead on site 1, right lead on site 2
gauss_x, gauss_w = np.polynomial.legendre.leggauss(800)
scale = 0.05


def energy_mesh(upper=None):
    """Quadrature from minus infinity to upper (None: plus infinity)."""
    top = np.pi / 2 if upper is None else np.arctan(upper / scale)
    half = (top + np.pi / 2) / 2
    angle = half * gauss_x + (top - np.pi / 2) / 2
    return scale * np.tan(angle), half * gauss_w * scale / np.cos(angle) ** 2


def retarded_open(energy, shift=0.0):
    matrix = (h + np.diag([shift, 0.0])) - 0.5j * gamma * identity
    return np.linalg.inv(energy[:, None, None] * identity - matrix)


def lesser_open(energy, lead, shift=0.0):
    """Contribution of one lead, for energies at which it is filled."""
    column = retarded_open(energy, shift)[:, :, lead]
    return 1j * gamma * column[:, :, None] * column[:, None, :].conj()


def occupation(shift):
    total = 0.0
    for lead, mu in enumerate(mu_leads):
        e, w = energy_mesh(mu)
        total += np.sum(w * (-1j * lesser_open(e, lead, shift)[:, 0, 0]).real)
    return total / (2 * np.pi)


def open_bubble(omega):
    total = 0.0
    for lead, mu in enumerate(mu_leads):
        e, w = energy_mesh(mu)
        les = lesser_open(e, lead)[:, 0, 0]
        ret = retarded_open(e + omega)[:, 0, 0]
        adv = retarded_open(e - omega)[:, 0, 0].conj()
        total += np.sum(w * les * (ret + adv))
    return -1j * total / (2 * np.pi)


def open_products(omega):
    e, w = energy_mesh()
    ahead, here = retarded_open(e + omega)[:, 0, 0], retarded_open(e)[:, 0, 0]
    return [-1j * np.sum(w * ahead * other) / (2 * np.pi)
            for other in (here, here.conj())]


def discrete_lead_response(half_band, spacing, omega):
    """Unitary evolution with finite leads: prepare, kick site 1, transform."""
    n = int(round(2 * half_band / spacing))
    lead_levels = (np.arange(n) - n / 2 + 0.5) * spacing
    coupling = np.sqrt(gamma * spacing / (2 * np.pi))
    total = np.diag(np.concatenate([[0.0, 0.0], lead_levels, lead_levels]))
    total[:2, :2] = h
    total[0, 2:2 + n] = total[2:2 + n, 0] = coupling
    total[1, 2 + n:] = total[2 + n:, 1] = coupling
    filled = np.concatenate([[0.0, 0.0], lead_levels < mu_leads[0],
                             lead_levels < mu_leads[1]])
    energy, vec = eigh(total)
    preparation = 300.0
    phase = np.exp(-1j * energy * preparation)
    backward = vec @ (phase.conj() * vec[0])
    density_column = vec @ (phase * (vec.T @ (filled * backward)))
    t = np.linspace(0, 400, 1601)
    phases = np.exp(-1j * np.outer(t, energy))
    stay = phases @ (vec[0] ** 2)
    mixed = phases @ (vec[0] * (vec.T @ density_column))
    change = 2 * np.imag(stay * mixed.conj())
    return simpson(change * np.exp(1j * omega * t), x=t)


delta = 1e-4
static_open = (occupation(delta) - occupation(-delta)) / (2 * delta)
print(f"Open system: lead broadening {gamma} Ha on each site; chemical"
      f" potentials {mu_leads[0]}, {mu_leads[1]} Ha")
print(f"Open steady occupation of site 1: {occupation(0.0):.5f}")
print(f"Open static response, finite difference: {static_open:.5f} 1/Ha")
omega_open = 0.1
for omega in (0.0, omega_open):
    good = open_bubble(omega)
    rr, ra = open_products(omega)
    assert abs(rr) < 1e-9 * abs(ra)
    assert abs(ra - good) > 0.5 * abs(good)
    print(f"Open, omega {omega} Ha: R< + <A {show(good)} 1/Ha")
    print(f"   |RR| below 1e-6 1/Ha: {abs(rr) < 1e-6}; RA {show(ra)} 1/Ha")
assert abs(open_bubble(0.0) - static_open) < 1e-4 * abs(static_open)

reference = open_bubble(omega_open)
for half_band in (1.2, 2.4):
    evolved = discrete_lead_response(half_band, 0.0075, omega_open)
    deviation = abs(evolved - reference) / abs(reference)
    print(f"Kicked open system, leads of half-width {half_band} Ha,"
          f" omega {omega_open} Ha:")
    print(f"   {show(evolved)} 1/Ha; deviation from R< + <A"
          f" {100 * deviation:.2f} %")
# Finite band width and level spacing of the leads limit the agreement.
assert deviation < 0.03

# ---------- What the bare bubble leaves out: repulsion between sites --------
temperature, repulsion = 0.02, 0.05


def exact_static(strength):
    half = 0.5 * np.eye(4)
    total = many_body(h) + strength * (number[0] - half) @ (number[1] - half)
    energy, vec = np.linalg.eigh(total)
    prob = np.exp(-(energy - energy[0]) / temperature)
    prob = prob / prob.sum()
    element = np.abs(vec.conj().T @ number[0] @ vec) ** 2
    diff = energy[:, None] - energy[None, :]
    mask = np.abs(diff) > 1e-9
    change = prob[:, None] - prob[None, :]
    return np.sum(element[mask] * change[mask] / diff[mask])


fermi = 1 / (np.exp(levels / temperature) + 1)
thermal_bubble = -2 * weight_product * (fermi[0] - fermi[1]) / gap
assert abs(exact_static(0.0) - thermal_bubble) < 1e-10
with_repulsion = exact_static(repulsion)
assert abs(with_repulsion / thermal_bubble - 1) > 0.01
print(f"Thermal closed system, kT {temperature} Ha, chemical potential 0 Ha:")
print(f"   bare bubble {thermal_bubble:.5f} 1/Ha; full diagonalization with"
      f" repulsion {repulsion} Ha {with_repulsion:.5f} 1/Ha")
print(f"   change due to repulsion"
      f" {100 * (with_repulsion / thermal_bubble - 1):.2f} %")
print(f"Largest Fock-space mismatch of R< + <A below 1e-12:"
      f" {fock_error < 1e-12}")
print(f"Pair response, largest sizes: RR term {pair_rr_size:.4f},"
      f" remaining terms {pair_rest_size:.4f} (dimensionless)")
print("OK")
```

Printed output:

```
Site energies: +0.03 and -0.03 Ha; hopping: -0.04 Ha
Levels: -0.0500, 0.0500 Ha; gap 0.1000 Ha = 2.7211 eV
Occupations: lower 0.8, upper 0.3
Weights on site 1: lower 0.2000, upper 0.8000; product w 0.1600
Period of response: 62.832 a.u. = 1.5198 fs
Response of n_1 to an impulse on site 1 (dimensionless):
 t = 1e-06 a.u.: kicked 0.00000; R< + <A 0.00000 +0.00000i
   RR 0.0; RA 0.00000 -1.00000i; R squared 0.00000 +1.00000i
 t = 10 a.u.: kicked -0.13464; R< + <A -0.13464 +0.00000i
   RR 0.0; RA 0.00000 -0.85290i; R squared 0.50488 +0.68741i
 t = 20 a.u.: kicked -0.14549; R< + <A -0.14549 +0.00000i
   RR 0.0; RA 0.00000 -0.54683i; R squared 0.54558 +0.03702i
 t = 40 a.u.: kicked 0.12109; R< + <A 0.12109 +0.00000i
   RR 0.0; RA 0.00000 -0.47083i; R squared -0.45408 -0.12448i
Both levels full, t = 20 a.u.: R< + <A 0.00000; RA 0.00000 -0.54683i
All levels raised by 0.02 Ha, t = 20 a.u.: R squared becomes 0.40666 -0.36558i
Closed, omega 0.08 Ha, damping 0.01 Ha: -3.6431 -1.5754i 1/Ha
Closed static response: -1.60000 1/Ha = -0.05880 1/eV
Open system: lead broadening 0.04 Ha on each site; chemical potentials 0.03, -0.03 Ha
Open steady occupation of site 1: 0.29937
Open static response, finite difference: -5.45512 1/Ha
Open, omega 0.0 Ha: R< + <A -5.45512 +0.00000i 1/Ha
   |RR| below 1e-6 1/Ha: True; RA 0.00000 -18.10345i 1/Ha
Open, omega 0.1 Ha: R< + <A -1.29329 -4.58809i 1/Ha
   |RR| below 1e-6 1/Ha: True; RA 6.63130 -6.49867i 1/Ha
Kicked open system, leads of half-width 1.2 Ha, omega 0.1 Ha:
   -1.41891 -4.64939i 1/Ha; deviation from R< + <A 2.93 %
Kicked open system, leads of half-width 2.4 Ha, omega 0.1 Ha:
   -1.35455 -4.62531i 1/Ha; deviation from R< + <A 1.50 %
Thermal closed system, kT 0.02 Ha, chemical potential 0 Ha:
   bare bubble -2.71451 1/Ha; full diagonalization with repulsion 0.05 Ha -3.01624 1/Ha
   change due to repulsion 11.12 %
Largest Fock-space mismatch of R< + <A below 1e-12: True
Pair response, largest sizes: RR term 1.0000, remaining terms 1.0641 (dimensionless)
OK
```
